# Nesting function and static susceptibility: exact relation and free-electron example: verification in Python

```python
# Result under test (T=0, spin factor g=2, unit matrix elements):
#   chi(q,w) = g int_k (f_k - f_{k+q})/(e_{k+q} - e_k - w - i0)
#   xi(q)    = int_k delta(e_k - mu) delta(e_{k+q} - mu)      (nesting function)
#   Im chi/w -> pi g xi as w -> 0, but chi(q,0) = (2/pi) int_0^inf Im chi/w dw,
#   so peaks of xi do not locate peaks of chi(q,0).
# Electron gas: Hartree units, x = q/(2 kF), N0 = g kF/(2 pi^2), wm = q kF - q^2/2.
# Bilayer square lattice: E = eps_k - tp cos kz, kz in {0,pi},
#   eps_k = -2t(cos kx + cos ky), t = 1, lattice constant 1, per site, Q = (pi,pi,pi).
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1, expit
from scipy.constants import physical_constants

pi = np.pi
g = 2.0
HA = physical_constants['Hartree energy in eV'][0]
def gauss(e, s): return np.exp(-0.5*(e/s)**2)/(s*np.sqrt(2*pi))
def close(a, b, tol): return abs(a-b) <= tol*abs(b)

# ---------------- electron gas ----------------
rs = 4.0
kF = (9*pi/4)**(1/3)/rs
N0 = g*kF/(2*pi**2)
def xi3(q): return 1/(4*pi**2*q) if q < 2*kF else 0.0
def xi2(q): return 1/(pi**2*q*np.sqrt(4*kF**2-q*q)) if q < 2*kF else 0.0
def lindhard(x): return 0.5+(1-x*x)/(4*x)*np.log(abs((1+x)/(1-x)))
def im_chi(q, w):
    wm, wp = q*kF-q*q/2, q*kF+q*q/2
    if w < wm: return g*w/(4*pi*q)
    if abs(wm) <= w <= wp: return g*(kF**2-(w/q-q/2)**2)/(8*pi*q)
    return 0.0

h = 0.002*kF
R, Z = np.meshgrid((np.arange(550)+0.5)*h, (np.arange(-550, 550)+0.5)*h, indexing='ij')
def xi_grid(q, dim):  # definition with Gaussian deltas
    s = 0.004*kF**2
    dd = gauss((R**2+Z**2-kF**2)/2, s)*gauss((R**2+(Z+q)**2-kF**2)/2, s)
    return (dd*(R if dim == 3 else 2.0)).sum()*h*h/(4*pi**2)
for x in (0.25, 0.75, 0.95):
    assert close(xi_grid(2*kF*x, 3), xi3(2*kF*x), 5e-3)
    assert close(xi_grid(2*kF*x, 2), xi2(2*kF*x), 5e-3)
assert xi_grid(2.5*kF, 3) < 1e-10 and xi_grid(2.5*kF, 2) < 1e-10

hr, hz = kF/1000, 2*kF/2003
rho = (np.arange(1000)+0.5)*hr
zz = -kF+(np.arange(2003)+0.5)*hz
def pair_area(q):  # int rho drho f_k (1 - f_{k+q}) for every kz row
    m = (rho[:, None]**2+zz**2 < kF**2) & (rho[:, None]**2+(zz+q)**2 > kF**2)
    return (m*rho[:, None]).sum(0)*hr
def im_grid(q, w):
    return pi*g/(4*pi**2)*hz*(pair_area(q)*gauss(w-q*zz-q*q/2, 0.01*kF**2)).sum()
for qq, ww in ((0.5, 0.2), (1, 0.2), (1, 0.4), (1, 0.9), (2.5, 3.0)):
    assert close(im_grid(qq*kF, ww*kF**2), im_chi(qq*kF, ww*kF**2), 1e-2)
assert im_grid(2.5*kF, 0.3*kF**2) < 1e-10
assert close(im_grid(kF, 0.2*kF**2)/(0.2*kF**2), pi*g*xi_grid(kF, 3), 1e-2)
dE = kF*zz+kF**2/2  # q = kF: upper 80% of the linear window, summed over pairs
sel = (dE > 0.1*kF**2) & (dE < 0.5*kF**2)
assert close(2*g/(4*pi**2)*hz*(pair_area(kF)[sel]/dE[sel]).sum(), 0.8*N0*0.5, 1e-2)

def chi_pv(q, dim):  # 2g PV int_k f_k/(e_{k+q}-e_k), transverse measure times 1/(z+q/2)
    if dim == 3: a = lambda z: (kF**2-z*z)/2
    else: a = lambda z: 2*np.sqrt(max(kF**2-z*z, 0.0))
    if q < 2*kF: v = quad(a, -kF, kF, weight='cauchy', wvar=-q/2, limit=400)[0]
    else: v = quad(lambda z: a(z)/(z+q/2), -kF, kF, limit=400)[0]
    return 2*g*v/(4*pi**2*q)
print(f"gas: rs = {rs:.1f} bohr, kF = {kF:.5f} 1/bohr, N0 = {N0:.5f} 1/(Ha bohr^3)")
print("3D: x, xi [1/(Ha^2 bohr^3)], wm [Ha], window/N0, rest/N0, chi/N0")
for x in (0.05, 0.5, 0.95, 1.25):
    q = 2*kF*x
    wm, wp = q*kF-q*q/2, q*kF+q*q/2
    low = 2/pi*quad(lambda w: im_chi(q, w)/w, 0, wm)[0] if wm > 0 else 0.0
    high = 2/pi*quad(lambda w: im_chi(q, w)/w, abs(wm), wp)[0]
    assert close(low+high, chi_pv(q, 3), 1e-6)
    assert close(chi_pv(q, 3), N0*lindhard(x), 1e-6)
    assert abs(low-N0*max(1-x, 0)) < 1e-9
    print(f"  {x:.2f}  {xi3(q):.5f}  {wm:.5f}  {low/N0:.4f}  {high/N0:.4f}  {(low+high)/N0:.4f}")
print(f"wm at x=0.5: {0.5*kF**2*HA:.3f} eV")
scan = [chi_pv(2*kF*x, 3) for x in np.arange(0.025, 2.0, 0.05)]
assert np.all(np.diff(scan) < 0)

mp.mp.dps = 30
def F_quad(x):  # chi/N0 for x > 1 by quadrature
    pts = [-1]+[-1+mp.mpf(10)**(-n) for n in range(7, 0, -1)]+[1]
    return mp.quad(lambda u: (1-u*u)/(u+x), pts)/(4*x)
def slope(d):
    d = mp.mpf(d); e = d/10000
    return float((F_quad(1+d+e)-F_quad(1+d-e))/(2*e))*N0/(2*kF)
kohn_num = (slope('1e-4')-slope('1e-5'))/np.log(10)
kohn = g*kF*xi3(2*kF*(1-1e-12))
assert close(kohn_num, kohn, 5e-3)
assert abs(float(F_quad(1+mp.mpf('1e-6')))-0.5) < 1e-4
print(f"log coefficient of dchi/dq: numeric {kohn_num:.5f}, g vF xi = {kohn:.5f} 1/(Ha bohr^2)")
print("2D, same kF: x, xi [1/(Ha^2 bohr^2)], chi [1/(Ha bohr^2)]")
for x in (0.05, 0.5, 0.7, 0.95):
    c = chi_pv(2*kF*x, 2)
    assert close(c, g/(2*pi), 1e-5)
    print(f"  {x:.2f}  {xi2(2*kF*x):.4f}  {c:.5f}")

# ---------------- bilayer ----------------
def eps(kx, ky): return -2*(np.cos(kx)+np.cos(ky))
def dos(e): return ellipkm1(e*e/16)/(2*pi**2)
def dos_int(fun, a, b):  # int_a^b N(e) fun(e) de, split at the van Hove point
    if a >= b: return 0.0
    cuts = [a, 0.0, b] if a < 0 < b else [a, b]
    return sum(quad(lambda e: dos(e)*fun(e), u, v, limit=200)[0] for u, v in zip(cuts, cuts[1:]))
def chi_Q(tp, mu, W=np.inf):  # g int_mu^{W/2} D(E)/E dE
    return g/2*sum(dos_int(lambda e: 1/(e+s), max(mu-s, -4), min(W/2-s, 4)) for s in (tp, -tp))
L = 1200
kk = (np.arange(L)+0.37)*2*pi/L
e0 = eps(kk[:, None], kk[None, :])
def chi_brute(qx, qy, tp, mu, W=np.inf):  # definition at qz = pi, T = 0
    e1 = eps(kk[:, None]+qx, kk[None, :]+qy)
    tot = 0.0
    for c in (1, -1):
        a, b = e0-tp*c, e1+tp*c
        m = ((a < mu) != (b < mu)) & (abs(b-a) < W)
        tot += (1/abs(b[m]-a[m])).sum()
    return g/2*tot/L**2
def make_chi(tp, mu):  # zone trapezoid minus polar quadrature of the pocket
    th = np.arange(64)*2*pi/64
    rF = np.array([brentq(lambda r: eps(r*np.cos(a), r*np.sin(a))+tp-mu, 0, 2, xtol=1e-14) for a in th])
    u, w = np.polynomial.legendre.leggauss(16)
    r = np.outer((u+1)/2, rF)
    wt = np.outer(w/2, rF)*r*(2*pi/64)/(4*pi**2)
    px, py = r*np.cos(th), r*np.sin(th)
    kx, ky = np.meshgrid(np.arange(64)*2*pi/64, np.arange(64)*2*pi/64)
    inv = lambda a, b, qx, qy: 1/(2*tp+eps(a, b)-eps(a+qx, b+qy))
    return (lambda qx, qy: g*(inv(kx, ky, qx, qy).mean()-(wt*inv(px, py, qx, qy)).sum())), wt.sum()
def c2_formula(tp, mu):
    out = dos_int(lambda e: -e/4/(2*e+2*tp)**2, mu-tp, 4)
    ins = dos_int(lambda e: -e/4, -4, mu-tp)/(2*mu)**2
    return -g/2*(out-ins)

tp, mu = 4.5, 0.7
chi_pi, pocket = make_chi(tp, mu)
assert close(pocket, dos_int(lambda e: 1.0, -4, mu-tp), 1e-7)
cQ = chi_Q(tp, mu)
assert close(chi_pi(pi, pi), cQ, 1e-7)
for qx, qy in ((pi, pi), (pi-0.6, pi-0.3), (0.5, 2.0)):
    assert close(chi_brute(qx, qy, tp, mu), chi_pi(qx, qy), 1e-3)
assert close(chi_brute(pi, pi, tp, mu, 5.0), chi_Q(tp, mu, 5.0), 3e-3)
assert chi_brute(pi, pi, tp, mu, 2*mu-1e-6) == 0 and chi_brute(pi, pi, tp, mu, 2*mu+0.05) > 0
assert (e0-tp).max() < mu  # bonding band full: no nesting at qz = pi
qs = np.linspace(0, pi, 33)
surf = np.array([[chi_pi(a, b) for b in qs] for a in qs])
assert np.unravel_index(surf.argmax(), surf.shape) == (32, 32)
c2 = {}
for m_ in (mu, 1.5):
    f_, _ = make_chi(tp, m_)
    c2[m_] = c2_formula(tp, m_)
    assert close((f_(pi+0.01, pi)-f_(pi, pi))/1e-4, c2[m_], 2e-3)
    assert close((f_(pi+0.006, pi+0.008)-f_(pi, pi))/1e-4, c2[m_], 2e-3)
assert c2[mu] < 0 < c2[1.5]

T, M = 0.02, 240  # qz = 0 sector from the definition at small temperature
km = np.arange(M)*2*pi/M
Ea = eps(km[:, None], km[None, :])+tp
fa = expit((mu-Ea)/T)
def chi_zero(i, j):
    d = np.roll(Ea, (-i, -j), (0, 1))-Ea
    ok = abs(d) > 1e-8
    val = np.where(ok, (fa-np.roll(fa, (-i, -j), (0, 1)))/np.where(ok, d, 1.0), fa*(1-fa)/T)
    return g/2*val.mean()
assert close(chi_zero(0, 0), g/2*dos(mu-tp), 5e-3)
best = max((chi_zero(i, j), i, j) for i in range(0, 121, 6) for j in range(0, i+1, 6))
assert best[0] < 0.5*cQ

def xi_lat(q):
    cy = (tp-mu)/2-np.cos(q/2)
    return 1/(32*pi**2*np.sin(q/2)*np.sqrt(1-cy*cy))
kp = (np.arange(-300, 300)+0.5)*0.002
X, Y = kp[:, None], kp[None, :]
for q in (0.3, 0.5, 0.7):
    num = 0.5*(gauss(eps(X, Y)+tp-mu, 0.004)*gauss(eps(X+q, Y)+tp-mu, 0.004)).sum()*0.002**2/(4*pi**2)
    assert close(num, xi_lat(q), 5e-3)
w_med = brentq(lambda W: chi_Q(tp, mu, W)-cQ/2, 2*mu+0.01, 16.9)
assert close(chi_brute(pi, pi, tp, mu, w_med), cQ/2, 3e-3)
print(f"bilayer: tp = {tp} t, mu = {mu} t, filling = {g/2*(1+pocket):.5f} electrons/site")
print(f"bonding top = {4-tp:.2f} t, antibonding bottom = {tp-4:.2f} t")
print(f"2kF along x = {2*np.arccos((tp-mu)/2-1):.4f} 1/a")
for q in (0.05, 0.3, 0.6, 0.89):
    print(f"xi(q,0;qz=0) at q = {q:.2f} 1/a: {xi_lat(q):.4f} 1/t^2 per site")
print(f"chi(q=0;qz=0) = gN/2 = {g/2*dos(mu-tp):.5f} 1/t per site")
print(f"max chi(qz=0), T = {T} t: {best[0]:.5f} 1/t at q = ({km[best[1]]:.3f},{km[best[2]]:.3f}) 1/a")
print(f"chi(0,0,pi) = {surf[0, 0]:.5f}, chi(pi,0,pi) = {surf[32, 0]:.5f} 1/t per site")
print(f"chi(Q) = {cQ:.5f} 1/t per site; ratio to max chi(qz=0) = {cQ/best[0]:.3f}")
t_eV = 0.25
print(f"with t = {t_eV} eV: chi(Q) = {cQ/t_eV:.4f} 1/eV per site")
print(f"Im chi(Q,w): threshold {2*mu:.2f} t, top {2*(4+tp):.1f} t, median of chi(Q) {w_med:.3f} t")
print(f"c2 at mu = {mu} t: {c2[mu]:.6f}; at mu = 1.5 t: {c2[1.5]:.6f} a^2/t")

tc = 3.0  # control: both bands cross the Fermi level, logarithmic growth at Q
vals = []
for m_ in (0.4, 0.2, 0.1):
    b_ = chi_brute(pi, pi, tc, m_)
    assert close(b_, chi_Q(tc, m_), 5e-3)
    vals.append(b_)
    print(f"control tp = {tc} t, mu = {m_} t: chi(Q) = {chi_Q(tc, m_):.5f} 1/t per site")
assert close(vals[2]-vals[1], g*dos(tc)*np.log(2), 4e-2)
e1 = eps(kk[:, None]+pi, kk[None, :]+pi)
assert (gauss(e0-tc-0.1, 0.01)*gauss(e1+tc-0.1, 0.01)).mean() < 1e-20
print(f"control: D(0) = {dos(tc):.5f} 1/t, g D(0) ln2 = {g*dos(tc)*np.log(2):.5f} 1/t")
print(f"control: chi(mu=0.1) - chi(mu=0.2) = {chi_Q(tc, 0.1)-chi_Q(tc, 0.2):.5f} 1/t")
print("done: every assertion held")
```

Running it gives:

```
gas: rs = 4.0 bohr, kF = 0.47979 1/bohr, N0 = 0.04861 1/(Ha bohr^3)
3D: x, xi [1/(Ha^2 bohr^3)], wm [Ha], window/N0, rest/N0, chi/N0
  0.05  0.52795  0.02187  0.9500  0.0492  0.9992
  0.50  0.05279  0.11510  0.5000  0.4120  0.9120
  0.95  0.02779  0.02187  0.0500  0.5440  0.5940
  1.25  0.00000  -0.14387  0.0000  0.2528  0.2528
wm at x=0.5: 3.132 eV
log coefficient of dchi/dq: numeric 0.02534, g vF xi = 0.02533 1/(Ha bohr^2)
2D, same kF: x, xi [1/(Ha^2 bohr^2)], chi [1/(Ha bohr^2)]
  0.05  2.2035  0.31831
  0.50  0.2541  0.31831
  0.70  0.2201  0.31831
  0.95  0.3709  0.31831
bilayer: tp = 4.5 t, mu = 0.7 t, filling = 1.01612 electrons/site
bonding top = -0.50 t, antibonding bottom = 0.50 t
2kF along x = 0.9021 1/a
xi(q,0;qz=0) at q = 0.05 1/a: 0.2910 1/t^2 per site
xi(q,0;qz=0) at q = 0.30 1/a: 0.0514 1/t^2 per site
xi(q,0;qz=0) at q = 0.60 1/a: 0.0327 1/t^2 per site
xi(q,0;qz=0) at q = 0.89 1/a: 0.1019 1/t^2 per site
chi(q=0;qz=0) = gN/2 = 0.08163 1/t per site
max chi(qz=0), T = 0.02 t: 0.08213 1/t at q = (0.628,0.000) 1/a
chi(0,0,pi) = 0.21864, chi(pi,0,pi) = 0.24175 1/t per site
chi(Q) = 0.28914 1/t per site; ratio to max chi(qz=0) = 3.520
with t = 0.25 eV: chi(Q) = 1.1565 1/eV per site
Im chi(Q,w): threshold 1.40 t, top 17.0 t, median of chi(Q) 6.381 t
c2 at mu = 0.7 t: -0.010905; at mu = 1.5 t: 0.003480 a^2/t
control tp = 3.0 t, mu = 0.4 t: chi(Q) = 0.44539 1/t per site
control tp = 3.0 t, mu = 0.2 t: chi(Q) = 0.57246 1/t per site
control tp = 3.0 t, mu = 0.1 t: chi(Q) = 0.69927 1/t per site
control: D(0) = 0.09142 1/t, g D(0) ln2 = 0.12673 1/t
control: chi(mu=0.1) - chi(mu=0.2) = 0.12681 1/t
done: every assertion held
```
